\section*{Barrier-potential swing of a ballistic 2D channel at the Fermi level}

\section{Question}

I am trying to understand the switching of a two-dimensional ballistic transistor channel at 300 K, with a drain bias large enough that the current is saturated. Far below threshold I can follow the argument: the current is proportional to $e^{q\psi/kT}$, where $\psi$ is the potential that lowers the barrier, so a decade of current costs $\ln(10)\,kT/q=59.5$ mV.

I am told that when the band edge at the barrier top meets the source Fermi level, the local swing against $\psi$ has risen to about 75 mV per decade. I cannot reproduce this. The carrier density goes as $\ln(1+e^{\eta})$, with $\eta$ the height of the Fermi level above the band edge in units of $kT$. If I take the current proportional to that density, I get $59.5\times\ln 2/(1/2)=82.5$ mV per decade at $\eta=0$.

What is missing? Does the answer depend on the effective mass, and is it the swing I would see against gate voltage?

\section{Answer}

Your density is right, but the mean injection velocity also rises as the band fills, so current is not proportional to density. Calculating the current itself settles the matter. The mass drops out of the swing against $\psi$; the swing against gate voltage is a different and larger quantity.

\subsection{The current over the barrier}

Assume a parabolic band, a source in equilibrium with Fermi level $E_F$, and classical ballistic transport: every carrier with enough energy crosses the barrier top and none tunnels. In saturation, the states there with $v_x>0$ are filled by the source and those with $v_x<0$ are empty. Raising $\psi$ lowers the band edge $E_{\rm top}$ by $q\,d\psi$, with $q>0$. Set $\psi=0$ where the edge meets $E_F$, so that
\begin{equation}
\eta=\frac{E_F-E_{\rm top}}{kT}=\frac{q\psi}{kT}.
\end{equation}

To see what the mass does, allow any mass tensor $M$, with inverse $W$:
\begin{equation}
E=E_{\rm top}+\frac{\hbar^2}{2}\left(W_{xx}k_x^2+2W_{xy}k_xk_y+W_{yy}k_y^2\right).
\end{equation}
With $g$ the number of spins times valleys, the magnitude of the current per channel width is
\begin{equation}
I=\frac{qg}{4\pi^2}\int dk_y\int_{v_x>0}dk_x\,v_x f(E),
\qquad f(E)=\frac{1}{1+e^{(E-E_F)/kT}} .
\end{equation}

At fixed $k_y$, $v_x=\hbar^{-1}\partial E/\partial k_x$, so $v_x\,dk_x=dE/\hbar$. The branch with $v_x>0$ starts at the minimum of $E$ over $k_x$, where $k_x=-W_{xy}k_y/W_{xx}$. Inserting this value gives
\begin{equation}
E_{\min}-E_{\rm top}
=\frac{\hbar^2k_y^2}{2}\left(W_{yy}-\frac{W_{xy}^2}{W_{xx}}\right)
=\frac{\hbar^2k_y^2}{2M_{yy}},
\end{equation}
because inverting the two-by-two matrix $W$ gives $M_{yy}=W_{xx}/(W_{xx}W_{yy}-W_{xy}^2)$. The energy integral is elementary:
\begin{equation}
\int_{E_{\min}}^\infty f\,dE
=kT\ln\left(1+e^{\eta-y}\right),\qquad
y=\frac{\hbar^2k_y^2}{2M_{yy}kT}.
\end{equation}

Now change from $k_y$ to $y$. For positive $k_y$, $dk_y=\sqrt{2M_{yy}kT}\,y^{-1/2}dy/(2\hbar)$, and the two signs of $k_y$ give a factor 2. Hence
\begin{equation}
I=\frac{qg\,kT}{4\pi^2\hbar^2}\sqrt{2M_{yy}kT}
\int_0^\infty y^{-1/2}\ln(1+e^{\eta-y})\,dy .
\end{equation}
Integrate by parts. The boundary term $2y^{1/2}\ln(1+e^{\eta-y})$ vanishes at both ends, and the derivative of the logarithm is $-1/(1+e^{y-\eta})$. The integral is therefore
\begin{equation}
2\int_0^\infty\frac{y^{1/2}\,dy}{1+e^{y-\eta}}
=2\,\Gamma(3/2)\,F_{1/2}(\eta)=\sqrt{\pi}\,F_{1/2}(\eta),
\end{equation}
where the Fermi--Dirac integrals are normalized as
\begin{equation}
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{y^j\,dy}{1+e^{y-\eta}} .
\end{equation}
The current is thus
\begin{equation}
I=\frac{qg(kT)^{3/2}\sqrt{2\pi M_{yy}}}{4\pi^2\hbar^2}\,F_{1/2}(\eta).
\label{current}
\end{equation}

\subsection{From current to swing}

The occupation in $F_{1/2}$ depends on $y-\eta$, so its $\eta$ derivative is minus its $y$ derivative. Integrating by parts once more,
\begin{equation}
\frac{dF_{1/2}}{d\eta}
=\frac{1}{\Gamma(3/2)}\int_0^\infty\frac{y^{-1/2}}{2}\,
\frac{dy}{1+e^{y-\eta}}
=F_{-1/2}(\eta),
\end{equation}
since $\Gamma(3/2)=\Gamma(1/2)/2$. With $d\eta/d\psi=q/kT$,
\begin{equation}
S=\frac{d\psi}{d\log_{10}I}
=\frac{\ln 10}{d\ln I/d\psi}
=\ln(10)\,\frac{kT}{q}\,\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)} .
\label{swing}
\end{equation}
The prefactor of Eq.~\eqref{current} has cancelled, and with it the mass, the orientation of the band and the number of equivalent valleys.

To evaluate the ratio at $\eta=0$, start from $\eta<0$, where the occupation is a geometric series, $\sum_{n\ge1}(-1)^{n+1}e^{n(\eta-y)}$. Since $\int_0^\infty y^je^{-ny}dy=\Gamma(j+1)/n^{j+1}$,
\begin{equation}
F_j(\eta)=\sum_{n=1}^{\infty}(-1)^{n+1}\frac{e^{n\eta}}{n^{j+1}} .
\label{series}
\end{equation}
For $j=\pm1/2$ the alternating series still converges at $\eta=0$, and Abel's theorem identifies its sum with the limit from below.

The convergence is slow for $j=-1/2$, but the partial sums alternate about the limit, so averaging neighbours removes most of the error. The sums after 5 to 10 terms are
\[
0.81746,\;0.40921,\;0.78717,\;0.43362,\;0.76695,\;0.45073.
\]
Averaging neighbours once gives $0.6133$, $0.5982$, $0.6104$, $0.6003$, $0.6088$. Four more rounds leave $0.60490$. The same procedure for $j=1/2$ gives $0.76515$. Direct quadrature of the integrals gives the same two values to these digits. Therefore
\begin{equation}
S(0)=59.53\times\frac{0.76515}{0.60490}
=59.53\times1.265=75.3\ \text{mV per decade}.
\end{equation}

\subsection{Why the swing rises}

Differentiate the occupation before doing any integral: $\partial f/\partial\eta=f(1-f)$. It follows that
\begin{equation}
\frac{d\ln I}{d\eta}
=\frac{\int_{v_x>0}v_xf(1-f)\,d^2k}{\int_{v_x>0}v_xf\,d^2k}
=\langle1-f\rangle,\qquad
S=\frac{\ln(10)\,kT/q}{\langle1-f\rangle},
\end{equation}
where the average is weighted by current. A state that is nearly full can gain little occupation when the barrier drops. At $\eta=0$ the average is 0.7906, and $59.53/0.7906=75.3$ mV per decade.

This also locates the gap in your estimate. Write $I=qnv$, with $n$ the density of forward-moving carriers and $v$ their mean velocity along the channel. At $\eta=0$, $d\ln n/d\eta=(1/2)/\ln2=0.721$. The remaining $0.7906-0.7213\simeq0.069$ is $d\ln v/d\eta$: filling the band raises the mean velocity. Leaving it out gives your 82.5 mV.

Direct sums over $k$-space, differentiated numerically, give these values at 300 K:
\begin{center}
\begin{tabular}{rrr}
$E_{\rm top}-E_F$ (meV) & $S$ (mV/decade) & $\langle1-f\rangle$\\
100 & 60.0 & 0.993\\
50 & 62.4 & 0.954\\
0 & 75.3 & 0.791\\
$-50$ & 113.0 & 0.527\\
$-100$ & 172.8 & 0.345
\end{tabular}
\end{center}

Both ends of the table have simple limits. For a high barrier, keep two terms of Eq.~\eqref{series}:
\begin{equation}
\frac{F_{1/2}}{F_{-1/2}}
\simeq\frac{1-e^\eta/2^{3/2}}{1-e^\eta/2^{1/2}}
\simeq1+\frac{e^\eta}{2\sqrt2}.
\end{equation}
At $\eta=-5$ the correction is 0.00238, so the swing is within 0.3\% of the familiar 59.5 mV. For a deeply filled band, $f$ approaches a step, so $F_j\simeq\eta^{j+1}/\Gamma(j+2)$ and the ratio tends to $2\eta/3$. Then
\begin{equation}
S\simeq\frac{2\ln10}{3}\,\frac{E_F-E_{\rm top}}{q},
\end{equation}
which no longer contains the temperature. At 100 meV this leading term gives 154 mV per decade, 11\% below the table; $\eta$ is only 3.9 there.

\subsection{How much drain bias counts as saturated?}

At finite drain bias $V_D$, the drain fills the backward-moving states with its own Fermi level, lower by $qV_D$. The net current is proportional to $F_{1/2}(\eta)-F_{1/2}(\eta-u)$, with $u=qV_D/kT$. Differentiating at fixed $V_D$,
\begin{equation}
S=\ln(10)\frac{kT}{q}\,
\frac{F_{1/2}(\eta)-F_{1/2}(\eta-u)}
{F_{-1/2}(\eta)-F_{-1/2}(\eta-u)} .
\end{equation}
At $\eta=0$ this gives 75.3 mV per decade for $V_D=0.6$ V and 78.9 for $V_D=0.05$ V. The first bias is saturated for this purpose; the second is not.

\subsection{The swing against gate voltage}

Part of a gate-voltage step is spent on charging the channel. Take one gate with insulator capacitance $C$ per area and neglect the drain's electrostatic influence on the barrier. Then $V_G=\psi+qn/C+\text{constant}$, and by the chain rule
\begin{equation}
S_G=\frac{dV_G}{d\psi}\,S=\left(1+\frac{C_q}{C}\right)S,
\qquad C_q=q\frac{dn}{d\psi}.
\end{equation}
For an isotropic mass $m$, the forward states occupy half the angles and $k\,dk=m\,dE/\hbar^2$, so
\begin{equation}
n=\frac{g}{4\pi^2}\,\pi\,\frac{m}{\hbar^2}\int_{E_{\rm top}}^\infty f\,dE
=\frac{gmkT}{4\pi\hbar^2}\ln(1+e^\eta),
\quad
C_q=\frac{q^2gm}{4\pi\hbar^2}\,\frac{1}{1+e^{-\eta}} .
\end{equation}
Here the mass and valley number do matter.

Take $m=0.5$ electron masses, $g=4$, and a 4 nm insulator of relative permittivity 16. At $\eta=0$, $C_q=16.73$ and $C=3.54\ \mu\text{F/cm}^2$, so the factor is $1+16.73/3.54=5.72$ and
\begin{equation}
S_G=5.72\times75.3\simeq431\ \text{mV per decade}.
\end{equation}
So 75 mV is not the slope of a transfer curve at this point. The channel is already well turned on, with $n=3.7\times10^{12}\ \text{cm}^{-2}$, $v=8.4\times10^6$ cm/s and $I=0.50$ mA/$\mu$m. For a high barrier $C_q$ vanishes as $e^\eta$, and in this model $S_G$ returns to 59.5 mV per decade.

\subsection{Set beside a real channel}

These round parameters are roughly those of a scaled n-type monolayer transition-metal-dichalcogenide transistor; they do not describe a particular compound. The assumption most clearly broken in such a device is ballistic transport. Take a mobility of 50 cm$^2$/Vs, a rough value, and a barrier that falls as a parabola by $h=0.1\ \text{eV}-\eta kT$ to the source band edge, $L=5$ nm from its top. That is a very short barrier, chosen to make tunnelling visible. Each estimate below is made alone at $\eta=0$, and the shifts need not add.

For backscattering, let the barrier fall with the same curvature on the drain side of its top, and multiply the current by $\lambda/(\lambda+\ell)$. The mean free path $\lambda$ follows from equating the conductivity $2qn\mu$ to $\lambda\,dI/d\psi$, which gives 3.89 nm; it is then held fixed. The length over which the barrier falls by $kT$ is $\ell=L\sqrt{kT/h}=2.54$ nm. The current drops to 0.605 of its ballistic value. The swing changes less, because it responds to the variation of this factor, not to its size. Since $d\ln\ell/d\eta=kT/2h=0.1293$,
\begin{equation}
\frac{d\ln I}{d\eta}=0.7906-\frac{2.54}{3.89+2.54}\times0.1293=0.7395,
\end{equation}
and $S=59.53/0.7395\simeq80.5$ mV per decade, 7\% above the ballistic result. This shift depends on what is held fixed. If the mobility stays constant instead, $\lambda$ grows as the band fills and the swing is 76.7 mV per decade, only 2\% above. A longer barrier raises both figures: for $L=20$ nm they are 85.4 and 77.9. All of these values keep $L$ fixed as the barrier drops, so that $\ell$ grows with $\eta$. If the curvature is held fixed instead, $\ell$ is constant: the swing stays at 75.3 for fixed $\lambda$, and at fixed mobility it falls to 72.0 for the 5 nm barrier and 69.4 for the 20 nm one. Even the sign of the shift therefore depends on how the barrier changes shape.

For tunnelling, use the Kemble transmission of a parabolic barrier, $1/(1+e^{-2\pi\epsilon/\hbar\omega})$, with $\epsilon$ the longitudinal energy above the top and $m\omega^2L^2/2=h$. This gives $\hbar\omega=34.9$ meV at $\eta=0$, raises the current by 3.7\% and gives a swing of 77.9 mV per decade. The formula assumes a parabola without end; letting the barrier flatten at the source band edge, while it keeps falling on the drain side, raises the swing by about another 0.4 mV per decade. Both figures keep $L$ fixed; with $\omega$ fixed instead, the Kemble formula gives 77.0.

Band details matter less for the values chosen here:
\begin{itemize}
\item A nonparabolic band $E(1+\alpha E)=\hbar^2k^2/2m$, with $E$ measured from the band edge and $\alpha=1$ eV$^{-1}$, gives 75.1 mV per decade.
\item Six further valleys 0.2 eV higher, with the same transverse mass, give 75.3. If they lay only 0.05 eV higher, the swing would be 70.2, near the largest shift, which occurs for a separation of one to two $kT$; at zero separation the swing returns to 75.3. A spin splitting acts the same way: lifting half of the $g=4$ states by 20 to 35 meV gives about 72.5.
\item Masses of 0.4 and 0.9 electron masses, with axes turned by 30 degrees, also give 75.3, as the cancellation in Eq.~\eqref{swing} requires.
\end{itemize}

Temperature matters more: at fixed $\eta$ the swing is proportional to $T$, so at 358 K it is 89.9 mV per decade. The forward-moving charge at the barrier top produces an insulator field of 0.42 MV/cm. At the drain end the field is larger, of order $V_D$ over the thickness, or 1.5 MV/cm at 0.6 V, which is closer to the rough breakdown scale of a few MV/cm for high-permittivity oxides. Backscattering affects the gate-voltage swing much more than the swing against $\psi$, because carriers that return to the source also charge the channel. If the returning density is the reflected fraction of the forward density, the 431 mV per decade becomes about 590 at fixed mobility, or 630 at fixed mean free path, for the 5 nm barrier with $L$ held fixed. Contact resistance and interface traps are not included either, so the gate-voltage figure should not be read as a prediction for a measured device. The numerical output below lists the main values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 300 K; kT/q: 25.852 mV
mass: 0.5 m0; spin times valleys: 4
insulator: 4.0 nm, relative permittivity 16
dilute swing: 59.53 mV/decade
partial sums 5 to 10, power 1/2: [0.81746 0.40921 0.78717 0.43362 0.76695 0.45073]
partial sums 5 to 10, power 3/2: [0.80334 0.7353  0.78929 0.7451  0.78214 0.75051]
averaged sum, power 1/2: 0.60490
averaged sum, power 3/2: 0.76515
F_-1/2(0): 0.60490
F_1/2(0): 0.76515
ratio F_1/2(0)/F_-1/2(0): 1.26492
swing at eta=0, formula: 75.30 mV/decade
swing at eta=0, k-space: 75.30 mV/decade
band edge minus Fermi level (meV), swing (mV/decade), mean 1-f:
    100     59.96  0.9927
     50     62.41  0.9537
      0     75.30  0.7906
    -50    113.04  0.5266
   -100    172.79  0.3445
dilute correction at eta=-5: 0.00238
current at eta=0: 0.504 mA/um
forward density at eta=0: 3.743e+12 cm^-2
injection velocity: 8.399e+06 cm/s
insulator capacitance: 3.54 uF/cm2
quantum capacitance: 16.73 uF/cm2
gate factor 1+Cq/C: 5.724
swing against gate voltage: 431.0 mV/decade
insulator field from mobile charge: 0.423 MV/cm
swing at drain bias 0.60 V: 75.30 mV/decade
swing at drain bias 0.05 V: 78.87 mV/decade
source depth: 0.1 eV; half barrier: 5.0 nm
barrier hbar omega: 34.9 meV
current ratio with tunnelling: 1.037
swing with tunnelling: 77.93 mV/decade
swing, nonparabolicity 1.0 /eV: 75.11 mV/decade
swing, upper valleys at 0.2 eV: 75.26 mV/decade
swing, masses 0.4 and 0.9 m0 at 30 deg: 75.30 mV/decade
mobility: 50 cm2/Vs; free path: 3.89 nm
critical length: 2.54 nm
transmission with backscattering: 0.605
swing with backscattering: 80.50 mV/decade
swing at eta=0 and 358 K: 89.85 mV/decade
\end{verbatim}
